# Why cooling raises a transistor's charge-pumping current at fixed interface-state density

**Question.** A silicon transistor is cooled from 300 K to 200 K. Its gate pulses and its density of interface states per unit area and energy stay the same. Why does its charge-pumping current rise, and by how much?

**What one gate cycle does**

Take an n-channel transistor with source, drain and substrate grounded. The gate is pulsed between strong inversion, where electrons from source and drain fill the silicon surface, and accumulation, where holes from the substrate fill it. An interface state captures an electron in inversion and a hole in accumulation. The two recombine, so one electron charge per cycle has passed between source/drain and substrate.

The gate edges interrupt this process. On the falling edge a filled state may emit its electron back to the conduction band before holes arrive. The electron returns to source or drain, and nothing is pumped. On the rising edge an empty state may likewise emit its hole to the valence band before electrons arrive.

States near the conduction band lose electrons easily, and states near the valence band lose holes easily. The pumped states therefore lie in a window around midgap. Emission needs thermal energy, so cooling lets states nearer both band edges keep their carriers.

**The emission rate**

Let \(f\) be the probability that a state at energy \(E\) holds an electron. Exchange with the conduction band obeys

\[
\frac{df}{dt}=c_n n(1-f)-e_n f,\qquad c_n=\sigma_n v_n ,
\]

where \(n\) is the surface electron density, \(\sigma_n\) the capture cross section and \(v_n\) the thermal speed. In equilibrium the two terms balance:

\[
e_n=c_n n\,\frac{1-f}{f}.
\]

With Fermi level \(E_F\), and with any degeneracy factor of the state absorbed into the level energy \(E\), \((1-f)/f=e^{(E-E_F)/kT}\). For a non-degenerate band \(n=N_c e^{-(E_c-E_F)/kT}\). In the product \(E_F\) cancels:

\[
e_n=\nu_n e^{-(E_c-E)/kT},\qquad \nu_n=\sigma_n v_n N_c .
\]

For holes, \(e_p=\nu_p e^{-(E-E_v)/kT}\) with \(\nu_p=\sigma_p v_p N_v\).

**The window boundaries**

As a first estimate, let emission act while the gate lies between threshold \(V_T\) and flat band \(V_{FB}\). For an edge of duration \(t_{\rm edge}\) and a pulse height \(\Delta V\), this takes

\[
t=t_{\rm edge}\,\frac{V_T-V_{FB}}{\Delta V}.
\]

If emission acts alone, \(df/dt=-e_nf\), and the electron survives with probability \(e^{-e_nt}\). Place the boundary where \(e_nt=1\), and let \(d_e=E_c-E\) be its depth below the conduction band:

\[
\nu_n t\,e^{-d_e/kT}=1\quad\Rightarrow\quad d_e=kT\ln(\nu_n t).
\]

The rising edge gives \(d_h=kT\ln(\nu_p t)\), measured upwards from the valence band. I take equal edge times, so both depths contain the same \(t\). The window and current are

\[
W=E_g-d_e-d_h,\qquad I=q\,f_{\rm p}\,A\,D\,W ,
\]

where \(f_{\rm p}\) is the pulse frequency, \(A\) the gate area and \(D\) the state density, taken as uniform in energy.

**What cooling does to them**

The thermal speed varies as \(T^{1/2}\) and the effective density of states as \(T^{3/2}\). For a constant cross section, \(\nu\propto T^2\), so \(d\ln\nu/dT=2/T\). At fixed \(t\),

\[
\frac{dd}{dT}=k\ln(\nu t)+kT\,\frac{2}{T}=k\left[\ln(\nu t)+2\right].
\]

This is positive when \(\nu t\gg1\), which the boundary formula requires anyway. A lower temperature therefore makes both depths smaller: the upper boundary rises towards \(E_c\), and the lower one falls towards \(E_v\).

If the cross section varies as \(T^{-n}\), the 2 becomes \(2-n\). The boundaries still move outwards if \(n<\ln(\nu t)+2\).

**A transistor in numbers**

The example uses rough typical values: 5 nm of oxide, \(10^{17}\) acceptors per cm³, a channel 1 µm long and 100 µm wide, \(D=10^{10}\) cm⁻² eV⁻¹ and \(\sigma_n=\sigma_p=10^{-15}\) cm². The gate runs between −2 V and +2 V at 100 kHz, with 1 µs edges and 4 µs at each level.

The bands have density-of-states masses 1.1 (electrons) and 0.8 (holes) in units of the free-electron mass. These enter \(N=2(2\pi mkT/h^2)^{3/2}\) and \(v=\sqrt{8kT/\pi m}\). Using the same mass for the speed is a simplification: the lighter conductivity mass of electrons, 0.26, would deepen \(d_e\) by about 18 meV at 300 K. A constant hole mass of 0.8 is also rough. With literature values \(N_c=2.86\times10^{19}\) and \(N_v=3.10\times10^{19}\) cm⁻³ at 300 K, \(1.52\times10^{19}\) and \(1.43\times10^{19}\) cm⁻³ at 200 K, and speed masses 0.28 and 0.41, the current ratio found below rises from 1.45 to about 1.52. The gap is modelled by the fit \(E_g=1.170-4.73\times10^{-4}\,T^2/(T+636)\) eV, with \(T\) in kelvin.

The n⁺ gate has its Fermi level at its conduction-band edge, while that of the substrate, with all acceptors taken as ionized, lies \(kT\ln(N_v/N_A)\) above \(E_v\). (With boron, about 28% are neutral at 200 K. This shifts flat band and threshold by less than 10 mV and leaves the window practically unchanged.) Hence

\[
V_{FB}=-\frac{E_g-kT\ln(N_v/N_A)}{q}.
\]

Threshold is reached at surface potential \(\psi_T=(2kT/q)\ln(N_A/n_i)\), where \(n_i\) is the intrinsic density:

\[
V_T=V_{FB}+\psi_T+B\sqrt{\psi_T},\qquad B=\frac{\sqrt{2q\varepsilon_{\rm Si}N_A}}{C_{ox}} .
\]

The relative permittivities are taken as 11.7 for silicon and 3.9 for the oxide.

At 300 K, \(V_{FB}=-0.990\) V and \(V_T=0.096\) V, so \(t=1\ \mu{\rm s}\times1.086/4=0.2715\) µs. With \(\nu_n=2.970\times10^{11}\) s⁻¹ and \(\nu_p=2.160\times10^{11}\) s⁻¹,

\[
d_e=25.85\ {\rm meV}\times\ln(8.06\times10^4)=0.292\ {\rm eV},
\]
\[
d_h=25.85\ {\rm meV}\times\ln(5.86\times10^4)=0.284\ {\rm eV}.
\]

Thus \(W=1.125-0.292-0.284=0.549\) eV. The factor \(qf_{\rm p}AD\) is 160 pA per eV, which gives 88 pA.

At 200 K, \(t=0.311\) µs, \(\nu_n=1.320\times10^{11}\) s⁻¹ and \(\nu_p=9.60\times10^{10}\) s⁻¹. The depths shrink to 0.183 and 0.178 eV, the window grows to 0.787 eV, and the current becomes 126 pA.

One level shows the mechanism. At 0.25 eV below \(E_c\), the emission rate is \(1.87\times10^7\) s⁻¹ at 300 K, so \(e_nt=5.1\) and 0.6% of the electrons survive. At 200 K the rate is \(6.6\times10^4\) s⁻¹, \(e_nt=0.021\), and 98% survive.

**Without a sharp boundary**

Threshold and flat band do not switch capture off and on abruptly. The full rate equation avoids this assumption:

\[
\frac{df}{dt}=(c_nn+e_p)(1-f)-(e_n+c_pp)f .
\]

The surface densities are \(n=(n_i^2/N_A)e^{\psi/u}\) and \(p=N_Ae^{-\psi/u}\), with \(u=kT/q\). The surface potential \(\psi\) follows from the gate voltage through

\[
V_G=V_{FB}+\psi+{\rm sgn}(\psi)\,B\sqrt{F},
\]
\[
F=u(e^{-\psi/u}-1)+\psi+e^{-\psi_T/u}\left[u(e^{\psi/u}-1)-\psi\right].
\]

I integrated the rate equation numerically in small time steps until the cycle repeated. The net number of electrons captured from the conduction band per cycle is the pumping probability \(P(E)\). Integrating \(P\) over the gap gives \(W\), and integrating \(1-P\) over each half of the gap gives the depths:

| T (K) | \(d_e\) (eV) | \(d_h\) (eV) | \(W\) (eV) | \(I\) (pA) |
|---|---|---|---|---|
| 300 | 0.301 | 0.293 | 0.531 | 85 |
| 250 | 0.246 | 0.239 | 0.651 | 104 |
| 200 | 0.191 | 0.186 | 0.771 | 123 |

The current rises by a factor of 1.45. The depths exceed the simple estimates by 8 to 9 meV, the net result of two corrections.

First, survival changes smoothly with energy. The equivalent sharp depth is the integral of the lost fraction over distance \(x\) from the band edge. With \(z=\nu t\) and \(s=ze^{-x/kT}\), we have \(dx=-kT\,ds/s\). Extending the range to large \(x\), where the loss vanishes, gives

\[
d=kT\int_0^z\frac{1-e^{-s}}{s}\,ds .
\]

Split the integral at \(s=1\). Euler's constant is \(\gamma=\int_0^1(1-e^{-s})ds/s-\int_1^\infty e^{-s}ds/s=0.577\), so the integral equals \(\ln z+\gamma+\int_z^\infty e^{-s}ds/s\). The last term is negligible for \(z\gg1\), and \(d=kT[\ln(\nu t)+\gamma]\).

Second, capture continues during part of the interval. On the falling edge, an emission at time \(t'\) costs a pumped electron if no hole was captured earlier and no electron refills the state later. Weighting each moment by these two probabilities gives the capture-free time

\[
t_{\rm free}=\int dt'\,\exp\!\left[-\int_{\rm later}c_nn\,dt''-\int_{\rm earlier}c_pp\,dt''\right].
\]

This replaces \(t\) when capture switches quickly compared with the interval. Time reversal gives the same value for an equally long rising edge. At 300 K it is 0.217 µs, and \(kT[\ln(\nu t_{\rm free})+\gamma]\) gives 0.301 and 0.293 eV, as in the table.

**Is emission really the cause?**

A calculation can cool the parts separately, although the mixed cases are not physical equilibria. Cooling the emission rates alone to 200 K, with gap and surface densities kept at 300 K, widens the window by 0.226 eV. Cooling everything else widens it by 0.010 eV. The full gain is 0.240 eV.

The small second figure has two parts. The gap grows by 0.023 eV, but \(t_{\rm free}\) grows from 0.217 to 0.279 µs, which costs \(2\times25.85\ {\rm meV}\times\ln1.286=13\) meV. In the fully cooled device this cost is multiplied by the smaller \(kT\) and falls to 9 meV. That accounts for the remaining 4 meV of the full gain.

With emission switched off, the calculated window is the whole gap at either temperature.

Because the gap widens, "unchanged density" could instead mean a fixed number of states stretched across it. The current ratio is then 1.42.

**Real devices and limits**

The chosen density suits a good, passivated oxide; stressed devices can have far more states. Real densities are not uniform and usually rise towards the band edges. Cooling exposes strips of 0.110 and 0.107 eV there. If their density were twice that at midgap, they would add another 32 pA at 200 K, but only 4 pA at 300 K. If they held no states, the current would rise only from 81 to 91 pA. Silicon dangling-bond defects have peaks roughly 0.3 eV from each band edge, in or near these strips. If all states lay in Gaussian peaks 0.28 eV from the edges, with standard deviations of 0.10 or 0.05 eV, the current ratio would be 1.9 or 2.4.

Cross sections are uncertain too, and they change the ratio itself: the rate equation gives 1.32 with both at \(10^{-16}\) cm² and 1.65 with both at \(10^{-14}\) cm². In the simple formula at fixed \(t\), one ten times smaller reduces its depth at 300 K by \(kT\ln10=60\) meV. The true shift is somewhat less, because slower capture also lengthens the capture-free time. If capture needs an activation energy of 50 meV, with the 300 K value held fixed, the same formula makes each depth at 200 K 17 meV smaller than a constant cross section does.

The surface field matters more for absolute depths than for their change. At threshold it is 0.16 MV/cm at 300 K, and it pushes holes into the silicon but electrons against the oxide. For holes leaving an attractive charged state, the Poole–Frenkel lowering \(\sqrt{qF_s/\pi\varepsilon_{\rm Si}}\), with \(F_s\) the field, would then be 89 mV, and 93 mV at 200 K, if silicon surrounded the state. The oxide on one side screens less, which raises these values to 109 and 113 mV; the hole's repulsion by its own image in the oxide brings them back to about 105 and 109 mV. Electrons gain no such lowering. Instead, confinement at a (100) surface raises their lowest level by about 51 meV at 300 K and 54 meV at 200 K, which makes \(d_e\) smaller. These peak-field values overstate the effects over the whole edge, but they show that the absolute depths are less certain than the table's digits. Put into the rates, with the field capped at its threshold value, they change the window gain by less than 10 meV, but the current ratio becomes 1.52 with the lowering alone, 1.43 with confinement alone and about 1.49 with both.

The pulse must still span flat band and threshold after cooling. Here they lie at −1.07 and 0.17 V at 200 K, well inside ±2 V. The channel must also empty during the falling edge, or leftover electrons recombine in the substrate and add current. The diffusion time \(L^2/(\pi^2\mu kT/q)\), for channel length \(L\) and a mobility \(\mu\) of 300 cm²/Vs, is 0.13 ns at 300 K. It grows as \(L^2\), so in a 100 µm channel it would be about 1.3 µs, already longer than the edge, and emptying the channel takes several such times.

Within these conditions, a larger current in the cold is no evidence of new states. In the example with uniform density, dividing the 200 K current by the 300 K window would overstate \(D\) by the same factor of 1.45; in a real device the factor depends on the cross sections and on how the states are spread in energy.
